# Vacancy-limited Frank–Turnbull diffusion: the constant effective diffusivity and its limits: a program that tests the result

```python
"""
Result under test: for the reaction A_i + V <-> A_s, with fast interstitials
and vacancies supplied only by the surface, substitutional solute spreads with
    D_eff = DV*CV / (CS + CV),
where DV is the vacancy diffusivity and CV, CS, CI are the equilibrium
concentrations of vacancies, substitutional and interstitial solute.
DI is the interstitial diffusivity; lambda = DI*CI/(DV*CV) must be large.
The reference is a direct integration of the three finite-rate equations for
i, v, c (concentrations divided by CI, CV, CS). Lengths are in cm, times in s.
Parameters are round values in the rough regime of copper in germanium.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp, cumulative_trapezoid, trapezoid
from scipy.optimize import brentq
from scipy.special import erfc, erfcinv, j0, j1, y0, y1

T = 1000.0
CI, CV, CS = 1e14, 1e13, 5e15
DI, DV = 1e-4, 4e-5
capture_radius = 5e-8
half_width = 0.05
t_end = 900.0
t_early = 225.0

nodes = 301
stretch = 3.0
x = half_width * np.sinh(stretch * np.linspace(0, 1, nodes)) / np.sinh(stretch)
h = np.diff(x)
cell = np.empty(nodes)
cell[0] = h[0] / 2
cell[1:-1] = (h[:-1] + h[1:]) / 2
cell[-1] = h[-1] / 2


def laplacian(u):
    """Second derivative, with zero flux at the wafer midplane."""
    slope = np.diff(u) / h
    out = np.zeros(nodes)
    out[1:-1] = np.diff(slope) / cell[1:-1]
    out[-1] = -slope[-1] / cell[-1]
    return out


def simulate(d_int, sink_strength=0.0):
    """Integrate the finite-rate model; return (i, v, c) at both times."""
    rate_scale = 4 * np.pi * capture_radius * (d_int + DV) * CI * CV

    def rhs(t, y):
        i, v, c = y[0::3], y[1::3], y[2::3]
        reaction = rate_scale * (i * v - c)
        out = np.empty_like(y)
        out[0::3] = d_int * laplacian(i) - reaction / CI
        out[1::3] = (DV * laplacian(v) - reaction / CV
                     + DV * sink_strength * (1 - v))
        out[2::3] = reaction / CS
        out[0] = 0.0   # surface interstitials stay at equilibrium
        out[1] = 0.0   # surface vacancies stay at equilibrium
        return out

    start = np.zeros(3 * nodes)
    start[1::3] = 1.0
    start[0] = 1.0
    sol = solve_ivp(rhs, (0, t_end), start, method="LSODA",
                    t_eval=[t_early, t_end], rtol=1e-6, atol=1e-9,
                    lband=3, uband=3)
    assert sol.success, sol.message
    return [(sol.y[0::3, n], sol.y[1::3, n], sol.y[2::3, n]) for n in (0, 1)]


def matano(c, levels):
    """Diffusivity at given c from the profile alone (Boltzmann-Matano)."""
    u = c - c[-1]
    area = cumulative_trapezoid(u, x, initial=0)
    tail = area[-1] - area
    slope = np.gradient(u, x)
    keep = c > 0.05
    diff = (-x[keep] * u[keep] - tail[keep]) / (2 * t_end * slope[keep])
    return np.interp(levels, c[keep][::-1], diff[::-1])


# Derived formulas for the example
lam = DI * CI / (DV * CV)
D_eff = DV * CV / (CS + CV)
r = CV / (CS + CV)
length = 2 * np.sqrt(D_eff * t_end)
profile = r + (1 - r) * erfc(x / length)
uptake = 2 * CS * (1 - r) * np.sqrt(D_eff * t_end / np.pi)
level_depth = 0.2
depth = length * erfcinv((level_depth - r) / (1 - r))

# Full model at the example's parameters
early, late = simulate(DI)
i_sim, v_sim, c_sim = late
profile_error = np.max(np.abs(c_sim - profile))
assert profile_error < 0.02
uptake_sim = CS * trapezoid(c_sim, x) - CS * r * half_width
assert abs(uptake_sim / uptake - 1) < 0.03
mask = c_sim > 0.05
depth_sim = np.interp(level_depth, c_sim[mask][::-1], x[mask][::-1])
assert abs(depth_sim / depth - 1) < 0.03

# Equal supply fluxes fix the small interstitial deficit
flux_error = np.max(np.abs(i_sim - (1 - (1 - v_sim) / lam)))
assert flux_error < 0.001

# Concentration dependence of the diffusivity at finite lambda;
# tolerance covers the redistributed background, of order r
levels = np.array([0.2, 0.35, 0.5, 0.65, 0.8])
b = 1 - 1 / lam
v_levels = lam * (-b + np.sqrt(b * b + 4 * levels / lam)) / 2
D_pred = D_eff / (1 + (2 * v_levels - 1) / lam)
D_sim = matano(c_sim, levels)
assert np.max(np.abs(D_sim / D_pred - 1)) < 0.01

# Very fast interstitials: diffusivity constant, background equal to r
fast_early, fast_late = simulate(100 * DI)
D_fast = matano(fast_late[2], levels)
assert np.max(np.abs(D_fast / D_eff - 1)) < 0.01
background_fast = fast_early[2][-1]
assert abs(background_fast / r - 1) < 0.05

# Slow interstitials: the other supply takes control
DI_slow = DV * CV / (25 * CI)
D_other = DI_slow * CI / (CS + CI)
D_slow = matano(simulate(DI_slow)[1][2], np.array([0.5]))[0]
assert abs(D_slow / D_other - 1) < 0.06
assert D_slow < 0.1 * D_eff

# Dislocations as bulk vacancy sources
rho = 1e3
core = 4e-8
R_cell = 1 / np.sqrt(np.pi * rho)
q = 2 * np.pi * rho / (np.log(R_cell / core) - 0.75)
eps = core / R_cell
root = brentq(lambda k: j0(k * eps) * y1(k) - y0(k * eps) * j1(k), 0.1, 1.5)
q_eigen = (root / R_cell) ** 2
assert abs(q / q_eigen - 1) < 0.02
mid_pred = 1 - (1 - r) * np.exp(-D_eff * q * t_end)
mid_sim = simulate(DI, q)[1][2][-1]
assert abs(mid_sim / mid_pred - 1) < 0.03

# Sizes of other neglected effects
fill_time = 4 * half_width**2 * (CI + CV) / (np.pi**2 * DI * CI)
capture_rate = 4 * np.pi * capture_radius * (DI + DV) * CI
capture_length = np.sqrt(DV / capture_rate)
overlap = 2 * erfc(half_width / length)
kT = constants.k * T / constants.e
gap = 0.742 - 4.8e-4 * T**2 / (T + 235)      # rough germanium gap, eV
n_i = np.sqrt(1e19 * 5e18) * (T / 300)**1.5 * np.exp(-gap / (2 * kT))
psi = np.arcsinh(3 * CS / (2 * n_i))
charge_change = 1 - np.exp(-3 * psi)
site_density = 8 / (5.66e-8)**3
D_self = 0.5 * DV * CV / site_density
assert fill_time < 0.1 * t_end
assert capture_length < 0.05 * length
assert charge_change < 0.05 and D_self < 1e-3 * D_eff

print(f"Temperature: {T:.0f} K; anneal: {t_end:.0f} s")
print(f"Wafer thickness: {2 * half_width * 1e4:.0f} um")
print(f"CI, CV, CS: {CI:.1e}, {CV:.1e}, {CS:.1e} cm^-3")
print(f"DI, DV: {DI:.1e}, {DV:.1e} cm2/s")
print(f"DI*CI, DV*CV: {DI*CI:.2e}, {DV*CV:.2e} cm^-1 s^-1")
print(f"Supply ratio lambda: {lam:.1f}")
print(f"D_eff: {D_eff:.3e} cm2/s = {D_eff*1e8:.2f} um2/s")
print(f"D_eff without CV in denominator: {DV*CV/CS:.3e} cm2/s")
print(f"Diffusion length 2 sqrt(D_eff t): {length*1e4:.1f} um")
print(f"Background fraction r: {r:.5f}")
print(f"Background concentration r*CS: {r*CS:.3e} cm^-3")
print(f"Depth at c=0.2, formula: {depth*1e4:.1f} um")
print(f"Depth at c=0.2, full model: {depth_sim*1e4:.1f} um")
print(f"Uptake per face, formula: {uptake:.3e} cm^-2")
print(f"Uptake per face, full model: {uptake_sim:.3e} cm^-2")
print("Profile: depth um, c formula, c full model")
for depth_um in (50, 100, 150, 200, 300):
    a = np.interp(depth_um * 1e-4, x, profile)
    s = np.interp(depth_um * 1e-4, x, c_sim)
    print(f"  {depth_um:3d}  {a:.4f}  {s:.4f}")
print(f"Largest profile difference in c: {profile_error:.4f}")
print("D/D_eff: c, finite-lambda formula, model, 100*DI model")
for a, p, s, f in zip(levels, D_pred, D_sim, D_fast):
    print(f"  {a:.2f}  {p/D_eff:.4f}  {s/D_eff:.4f}  {f/D_eff:.4f}")
print(f"Midplane i, full model: {i_sim[-1]:.4f}")
print(f"Largest error of flux relation for i: {flux_error:.1e}")
print(f"Midplane c at {t_early:.0f} s, full model: {early[2][-1]:.5f}")
print(f"Same with 100*DI: {background_fast:.5f}")
print(f"Slow case DI: {DI_slow:.2e} cm2/s")
print(f"Slow case D, formula: {D_other:.3e} cm2/s")
print(f"Slow case D at c=0.5, model: {D_slow:.3e} cm2/s")
print(f"Interstitial filling time: {fill_time:.1f} s")
print(f"Vacancy capture length: {capture_length*1e4:.2f} um")
print(f"Front overlap at midplane, in c: {overlap:.1e}")
print(f"Dislocation density tested: {rho:.0e} cm^-2")
print(f"Sink strength, formula: {q:.1f} cm^-2")
print(f"Sink strength, eigenvalue: {q_eigen:.1f} cm^-2")
print(f"Midplane c with dislocations, formula: {mid_pred:.4f}")
print(f"Midplane c with dislocations, model: {mid_sim:.4f}")
print(f"Rough intrinsic carrier density: {n_i:.1e} cm^-3")
print(f"Charge effect on acceptor solubility: {100*charge_change:.2f} %")
print(f"Host self-diffusivity implied: {D_self:.1e} cm2/s")
print(f"Host self-diffusivity / D_eff: {D_self/D_eff:.1e}")
print("ALL CHECKS PASSED")
```

Output:

```
Temperature: 1000 K; anneal: 900 s
Wafer thickness: 1000 um
CI, CV, CS: 1.0e+14, 1.0e+13, 5.0e+15 cm^-3
DI, DV: 1.0e-04, 4.0e-05 cm2/s
DI*CI, DV*CV: 1.00e+10, 4.00e+08 cm^-1 s^-1
Supply ratio lambda: 25.0
D_eff: 7.984e-08 cm2/s = 7.98 um2/s
D_eff without CV in denominator: 8.000e-08 cm2/s
Diffusion length 2 sqrt(D_eff t): 169.5 um
Background fraction r: 0.00200
Background concentration r*CS: 9.980e+12 cm^-3
Depth at c=0.2, formula: 154.2 um
Depth at c=0.2, full model: 153.8 um
Uptake per face, formula: 4.773e+13 cm^-2
Uptake per face, full model: 4.745e+13 cm^-2
Profile: depth um, c formula, c full model
   50  0.6773  0.6706
  100  0.4054  0.4000
  150  0.2124  0.2110
  200  0.0971  0.0982
  300  0.0143  0.0153
Largest profile difference in c: 0.0069
D/D_eff: c, finite-lambda formula, model, 100*DI model
  0.20  1.0240  1.0282  0.9996
  0.35  1.0114  1.0143  0.9997
  0.50  0.9992  1.0015  0.9996
  0.65  0.9874  0.9895  0.9996
  0.80  0.9761  0.9780  0.9995
Midplane i, full model: 0.9601
Largest error of flux relation for i: 4.9e-05
Midplane c at 225 s, full model: 0.00111
Same with 100*DI: 0.00198
Slow case DI: 1.60e-07 cm2/s
Slow case D, formula: 3.137e-09 cm2/s
Slow case D at c=0.5, model: 3.133e-09 cm2/s
Interstitial filling time: 11.1 s
Vacancy capture length: 0.67 um
Front overlap at midplane, in c: 6.1e-05
Dislocation density tested: 1e+03 cm^-2
Sink strength, formula: 512.6 cm^-2
Sink strength, eigenvalue: 512.1 cm^-2
Midplane c with dislocations, formula: 0.0381
Midplane c with dislocations, model: 0.0376
Rough intrinsic carrier density: 5.5e+18 cm^-3
Charge effect on acceptor solubility: 0.41 %
Host self-diffusivity implied: 4.5e-15 cm2/s
Host self-diffusivity / D_eff: 5.7e-08
ALL CHECKS PASSED
```
